\section*{Long-Channel Subthreshold Swing from Charge Balance and from Potential Response, part 2}

The subthreshold swing $S=dV_G/d\log_{10}I_D$, at fixed drain voltage $V_D$, is sought for a long-channel transistor with n-type source and drain in a grounded p-type body of acceptor density $N_A$. The source is also grounded. SI units are used, $e>0$, $v=kT/e$, and charges and capacitances are per unit area.

The channel has width $W$, length $L$ and mobility $\mu$. Source and drain are at $x=0$ and $x=L$, and $z$ is depth below the oxide. The potential $\psi(z)$ vanishes deep in the body, $F=-d\psi/dz$, and $\psi_s$, $F_s$ and $n_s$ are the surface potential, field and electron density. The hole density is $p=N_Ae^{-\psi/v}$. The electron density $n$ is proportional to $e^{(\psi-V)/v}$, where $eV(x)$ is the quasi-Fermi splitting, with $V(0)=0$ and $V(L)=V_D$. The channel charge is $Q_i=e\int n\,dz$, and $Q_i(0)$ is its source-end value.

With body and oxide permittivities $\varepsilon_s$ and $\varepsilon_{ox}$, oxide thickness $t_{ox}$, and trap density $D_{it}$ per area and energy in a gap of width $G$, $C_{ox}=\varepsilon_{ox}/t_{ox}$, $C_d=\varepsilon_s/w$, $w=\varepsilon_sF_s/(eN_A)$ and $C_{it}=e^2D_{it}$. The electron quasi-Fermi level at the surface lies $\eta=e(\psi_s-\phi_F-V)$ above midgap, where $\phi_F=v\ln(N_A/n_i)$ and $n_i$ is the intrinsic density. The trap charge is $Q_{it}=-e^2D_{it}(\psi_s-\phi_F-V)$.

A first derivation, from the charge balance, gave $S=\ln10\,v\,m/h$, with $m=dV_G/d\psi_s=1+(C_d+C_{it})/C_{ox}$, $h=1-v/(2a)$ and $a=\psi_s-v$. It attributed $h$ to the thinning of the electron layer as the surface field grows, using
\begin{equation}
\frac{dQ_i}{d\psi_s}=\frac{en_s}{F_s},\qquad
\frac{d\ln Q_i}{d\psi_s}=\frac{en_s}{F_sQ_i}.
\label{eq:slope}
\end{equation}

A second derivation follows a small change $\delta V_G$ through the device. Without traps, the current is pure diffusion, with $D=\mu v$:
\begin{equation}
I_D=eDW\int\frac{n(0,z)-n(L,z)}{L}\,dz
=\mu v\frac WL\,Q_i(0)\left(1-e^{-V_D/v}\right),
\label{eq:diff}
\end{equation}
With traps, $I_D\propto Q_i$ for $V_D\ll v$. In both cases $S=\ln10\,\delta V_G/\delta\ln Q_i$.

\subsection{How the potential responds}

Poisson's equation without electrons is $\psi''=e(N_A-p)/\varepsilon_s$, where primes denote $d/dz$. A small change of potential alters the hole density by $\delta p=-p\,\delta\psi/v$, so
\begin{equation}
\delta\psi''=\frac{ep}{\varepsilon_sv}\,\delta\psi.
\label{eq:lin}
\end{equation}
The field of the unperturbed device obeys the same equation. Indeed $F'=-e(N_A-p)/\varepsilon_s$, and $p'=-p\psi'/v=pF/v$, which gives $F''=epF/(\varepsilon_sv)$. Both functions vanish deep in the body. A linear second-order equation of this kind has one solution that decays there, up to a factor, so
\begin{equation}
\frac{\delta\psi(z)}{\delta\psi_s}=\frac{F(z)}{F_s}.
\label{eq:profile}
\end{equation}
This has a simple interpretation. In a uniform body, a larger surface potential shifts the whole profile deeper, and the change at each depth is proportional to the local slope.

Where the holes are depleted, $F'=-eN_A/\varepsilon_s$, so $F=F_s(1-z/w)$ and
\begin{equation}
\delta\psi(z)=\delta\psi_s\left(1-\frac zw\right).
\label{eq:linear}
\end{equation}
The change of surface field is $\delta F_s=-\delta\psi'(0)=\delta\psi_s/w$.

\subsection{From gate to surface}

Raising the surface potential by $\delta\psi_s$ lowers the trap levels by $e\,\delta\psi_s$ relative to the Fermi level. This fills $D_{it}e\,\delta\psi_s$ traps per area, where $D_{it}$ is the density at the Fermi level, provided it varies little over a few $kT$. The trap charge changes by $-e^2D_{it}\delta\psi_s$. The change of gate charge must balance this and the change of charge in the body:
\begin{equation}
C_{ox}(\delta V_G-\delta\psi_s)=\varepsilon_s\frac{\delta\psi_s}{w}+e^2D_{it}\,\delta\psi_s.
\end{equation}
Division by $C_{ox}\delta\psi_s$ gives $\delta V_G/\delta\psi_s=m$, as before.

\subsection{From surface to channel charge}

At fixed $V$ each electron density changes by $\delta n=n\,\delta\psi/v$. Integrating over depth,
\begin{equation}
\delta\ln Q_i=\frac{\int n\,\delta\psi\,dz}{v\int n\,dz}
=\frac{\langle\delta\psi\rangle}{v}
=\frac{\delta\psi_s}{v}\left(1-\frac{\langle z\rangle}{w}\right),
\label{eq:mean}
\end{equation}
where angle brackets denote an average weighted by the electron density. Near the interface $\psi\simeq\psi_s-F_sz$, so $n\propto e^{-F_sz/v}$ and $\langle z\rangle=v/F_s$ to leading order. Thus
\begin{equation}
\frac{\delta\ln Q_i}{\delta\psi_s}=\frac1v\left(1-\frac{v}{F_sw}\right).
\label{eq:centroid}
\end{equation}

The product $F_sw$ follows from a balance of forces. Multiply $\varepsilon_sF'=-e(N_A-p)$ by $-F$ and integrate over depth:
\begin{equation}
\frac{\varepsilon_sF_s^2}{2}=eN_A\int F\,dz-e\int pF\,dz
=eN_A\psi_s-eN_Av.
\end{equation}
The last integral uses $pF=vp'$ and the fact that $p$ rises from nearly zero at the interface to $N_A$ in the body. It is the hole pressure, $kTN_A$. Hence $F_sw=\varepsilon_sF_s^2/(eN_A)=2(\psi_s-v)$, the bracket in \eqref{eq:centroid} is $h$, and
\begin{equation}
S=\ln10\,v\,\frac mh.
\end{equation}

The correction now appears as a matter of position: electrons sit at a mean depth $v/F_s$, where the gate moves the potential a little less than at the surface. This and the thinning of the layer are two descriptions of one effect. To see this, use $nF=-vn'$, which gives
\begin{equation}
\langle F\rangle=\frac{\int nF\,dz}{\int n\,dz}=\frac{evn_s}{Q_i}.
\end{equation}
With \eqref{eq:profile}, the response is $\langle F\rangle/(vF_s)=en_s/(F_sQ_i)$, the same slope that the first derivation obtained by differentiating an integral. Since $F$ decreases with depth, $\langle F\rangle<F_s$. In this classical model of a uniform body, the swing therefore stays above $\ln10\,kT/e$.

\subsection{What each derivation assumes}

Both derivations use a long channel, constant mobility, Boltzmann carriers, a depleted surface and a negligible electron charge in Poisson's equation. They also share the relation between surface field and surface potential, obtained once by integrating over potential and once as a balance of forces. They differ in what else they need.

The charge balance takes $D_{it}$ as uniform across the gap, because it adds up the whole trap charge. In return it gives the gate voltage itself. The response argument needs $D_{it}$ only near the Fermi level, but it gives changes of $V_G$, not its value.

The response argument also extends to doping that varies within the depleted region and is uniform from the depletion edge downward. In the deep part $\delta\psi$ is still proportional to $F$. Above it, $p\simeq0$ makes $\delta\psi''=0$, so the straight line \eqref{eq:linear} continues to the surface, with $w$ now the depth at which the line extrapolates to zero. Then $C_d=\varepsilon_s/w$ and $h=1-v/(F_sw)$, provided the field varies little across the electron layer. The step $F_sw=2a$ no longer holds in general. This extension is derived here but not tested numerically.

The charge balance, for its part, handles traps at finite drain voltage. At fixed $V_G$, a change $dV$ alters the trap charge by $-C_{it}(d\psi_s-dV)$, so
\begin{equation}
-C_{ox}\,d\psi_s=C_d\,d\psi_s+C_{it}(d\psi_s-dV),\qquad
\frac{d\psi_s}{dV}=\frac{C_{it}}{C_{ox}+C_d+C_{it}}\equiv\beta.
\end{equation}
The charge $Q_i$ depends on $V$ directly, through $e^{-V/v}$, and through $\psi_s$. Therefore $d\ln Q_i/dV=-g/v$ with $g=1-\beta h$. Treating $g$ as constant over the few $v$ that dominate the integral of $Q_i$ over $V$,
\begin{equation}
I_D=\mu v\frac WL\,Q_i(0)\,\frac{1-e^{-gV_D/v}}{g}.
\label{eq:drain}
\end{equation}
For $C_{it}=0$ this is the diffusion result \eqref{eq:diff}. The last factor varies slowly with $V_G$, so the swing is nearly unchanged. This rests on the traps following the electron quasi-Fermi level, which real traps do only while $\eta$ stays several $kT$ above midgap over the range of $V$ that dominates the integral. Once $\eta$ falls below midgap at a depleted surface, emission to both bands fixes the occupation near midgap, and \eqref{eq:drain} overestimates the last factor. The example below has $\eta\simeq8kT$ at the source and meets the condition. At lower surface potentials and larger trap densities the error reaches several percent.

\subsection{A worked example}

Take round model parameters: 300 K, relative permittivities 12 for the body and 4 for the oxide, $t_{ox}=5.0$ nm, $N_A=10^{17}$ cm$^{-3}$, $n_i=10^{10}$ cm$^{-3}$, $G=1.1$ eV and $D_{it}=5\times10^{11}$ cm$^{-2}$ eV$^{-1}$. Then $\phi_F=25.852\ \mathrm{mV}\times\ln10^7=0.4167$ V. The bias is chosen so that $\psi_s=1.5\phi_F=0.6250$ V, which makes $a=0.5992$ V.

The surface field is $1.344\times10^5$ V/cm and the depletion width 89.1 nm. The capacitance ratios are
\begin{equation}
\frac{C_d}{C_{ox}}=\frac{12}{4}\times\frac{5.0}{89.1}=0.168,\qquad
\frac{C_{it}}{C_{ox}}=\frac{0.0801}{0.7083}=0.113,
\end{equation}
with the second pair of capacitances in $\mu$F/cm$^2$. Thus $m=1.281$. The correction is $h=1-0.02585/(2\times0.5992)=0.978$, and
\begin{equation}
S=\frac{59.53\times1.2814}{0.9784}=77.96\ \text{mV per decade}.
\end{equation}
Without the correction the value would be 76.27 mV per decade.

These values were compared with a numerical solution of the nonlinear Poisson equation on a depth grid, including holes, electrons and a sum over trap levels. It shares the classical, gradual-channel model, so it tests the algebra and the approximations made within that model. It gives 78.04 mV per decade. The difference of 0.1\% is explained by the next term in the response, $v^2/(2a^2)=0.0009$. The swing of the surface density $n_s$, which has no factor $h$, comes out as 76.28 mV per decade, confirming that the correction belongs to the depth distribution of the electrons.

For very large $C_{ox}$ and no traps, the numerical swing of $n_s$ is 59.54 mV per decade and that of $Q_i$ is 60.91 mV per decade. The ideal value of 59.53 mV per decade is thus recovered for $n_s$. The swing of $Q_i$ lies about 2\% above it because of the finite depth of the electron layer. The size of this correction is that of the classical model. In a silicon channel at this field, quantum confinement places the electrons at roughly twice the classical mean depth of 1.9 nm, which roughly doubles the correction.

At $V_D=0.5$ V, $\beta=0.1131/1.2814=0.0883$ and $g=0.9136$, so the last factor in \eqref{eq:drain} is $1/g=1.0945$, which the numerical current reproduces. The swing of that current is 78.01 mV per decade.

\subsection{Where the formula fails}

At the bias of the example, $Q_i/v$ is $3.9\times10^{-5}$ $\mu$F/cm$^2$, negligible beside $C_{ox}$. It grows almost as $e^{\psi_s/v}$. At $\psi_s=1.994\phi_F$ it has grown by $e^{0.494\phi_F/v}\simeq2.9\times10^3$, divided by 1.16 for the larger field, to about 0.095 $\mu$F/cm$^2$. This adds about 0.13 to $m$, which is 1.26 there, and raises the swing from the predicted 76.1 to about 84 mV per decade. The numerical value is 84.4. This is the swing of the source-end charge, and hence of the current for $V_D\ll v$. At $V_D=0.5$ V the charge, and with it the screening, is smaller away from the source, and the swing of the current at the same gate voltage is about 80 mV per decade. In this device the channel charge thus begins to screen the gate near $\psi_s=2\phi_F$, and the current ceases to be exponential in $V_G$. The onset depends on the oxide. At $\psi_s=2\phi_F$, $Q_i/v$ is about equal to $C_d$, so $m$ rises by about $C_d/C_{ox}$. With a 1 nm oxide the swing there lies only about 3.5\% above the formula, and screening sets in at a higher surface potential.

At the other end, the derivation requires $\psi_s$ to be many $v$, so that the surface is depleted of holes and the electron layer is thin compared with $w$. Between these ends the swing is not quite constant: $C_d$ falls as the depleted layer widens, and $h$ approaches one. From $1.2\phi_F$ to $1.5\phi_F$ the formula falls from 79.69 to 77.96 mV per decade, and the numerical solution follows it within 0.3\%. A quoted swing therefore belongs to a stated bias or range of current. The remaining comparisons, for other oxides, dopings and trap densities, are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Temperature: 300 K
Thermal voltage kT/e: 25.852 mV
Ideal swing ln10 kT/e: 59.53 mV/decade
Relative permittivity, body: 12
Relative permittivity, oxide: 4
Oxide thickness: 5.0 nm
Acceptor density: 1.0e+17 cm^-3
Intrinsic density: 1.0e+10 cm^-3
Trap density: 5.0e+11 cm^-2 eV^-1
Band gap: 1.1 eV
Fermi potential phi_F: 0.4167 V
Surface potential 1.5 phi_F: 0.6250 V
Gate voltage, formula: 0.8502 V
Surface potential, Poisson solver: 0.6250 V
Surface field: 1.344e+05 V/cm
Depletion width: 89.1 nm
Electron layer thickness v/E_s: 1.92 nm
C_ox: 0.7083 uF/cm^2
C_d: 0.1192 uF/cm^2
C_it: 0.08011 uF/cm^2
Channel Q_i/v: 3.856e-05 uF/cm^2
C_d/C_ox: 0.1683 (no unit)
C_it/C_ox: 0.1131 (no unit)
Divider factor dV_G/dpsi_s: 1.2814 (no unit)
Thinning denominator: 0.9784 (no unit)
Swing without thinning: 76.27 mV/decade
Swing, full formula: 77.96 mV/decade
Swing, Poisson solver: 78.04 mV/decade
Swing of surface density, solver: 76.28 mV/decade
Channel charge/e, formula: 6.082e+06 cm^-2
Channel charge/e, solver: 6.222e+06 cm^-2
Other devices: swing by formula, by solver (mV/decade)
  no traps: 71.08, 71.16
  10 nm oxide: 95.07, 95.18
  N_A 1e16 cm^-3: 71.50, 71.62
  N_A 1e18 cm^-3: 97.64, 97.72
Large C_ox, swing of density: 59.54 mV/decade
Large C_ox, swing of charge: 60.91 mV/decade
Worked device along the sweep: formula, solver (mV/decade)
  psi_s = 1.200 phi_F: 79.69, 79.83
  psi_s = 1.500 phi_F: 77.96, 78.04
  psi_s = 1.800 phi_F: 76.74, 77.18
  psi_s = 1.994 phi_F: 76.12, 84.42
Drain factor, no traps, V_D 25 mV: 0.6198 formula, 0.6198 solver
Drain factor, no traps, V_D 500 mV: 1.0000 formula, 1.0000 solver
Drain factor, with traps, V_D 25 mV: 0.6421 formula, 0.6421 solver
Drain factor, with traps, V_D 500 mV: 1.0945 formula, 1.0945 solver
Swing of current at V_D 0.5 V: 78.01 mV/decade
Mobility: 300 cm^2/(V s); W/L: 1
Drain current at V_D 0.5 V: 8.462e-12 A
Current ratio for one swing in V_G: 9.982 (no unit)
\end{verbatim}
